# Central Height of a Shallow Buckled Beam Between Fixed Clamps, part 2

A thin beam of thickness $t$, width $b$ and Young's modulus $E$ bridges two rigid clamps a distance $L$ apart. Its relaxed length is $L(1+\varepsilon)$, so a positive mismatch strain $\varepsilon$ means that the flat beam is compressed. We want the height of the arch into which it buckles.

The coordinate $x$ runs from $0$ to $L$ between the clamps, and a prime denotes $d/dx$. The deflection $w(x)$ and its slope vanish at both clamps, and $h$ is the magnitude of the central deflection. Strains are dimensionless. In shallow (small-slope) theory the deflection takes up the fractional extra length $Q=\frac{1}{2L}\int_0^L w'^2dx$, which leaves a uniform compression $s=\varepsilon-Q$. With $A=bt$ and $I=bt^3/12$, the elastic energy $U$ is

$$
\frac{U}{EA}=\frac L2(\varepsilon-Q)^2+\frac{t^2}{24}\int_0^Lw''^2dx .
\tag{4}
$$

Buckled equilibria satisfy

$$
\frac{t^2}{12}w''''+s\,w''=0 .
\tag{14}
$$

The buckling threshold is $\varepsilon_c=\pi^2t^2/(3L^2)$. For $\varepsilon\le\varepsilon_c$ the beam stays flat. Above threshold the state of least energy, with either sign of deflection, is

$$
w(x)=\frac h2\left(1-\cos\frac{2\pi x}{L}\right),\qquad
w'(x)=\frac{\pi h}{L}\sin\frac{2\pi x}{L}.
\tag{7}
$$

Its height is

$$
h=\frac{2L}{\pi}\sqrt{\varepsilon-\varepsilon_c},
\tag{11}
$$

or equivalently

$$
h^2=\frac{4L^2\varepsilon}{\pi^2}-\frac{4t^2}{3}.
\tag{12}
$$

In this arch $Q=\varepsilon-\varepsilon_c$ and the retained compression is $s=\varepsilon_c$. The second buckling strain is 2.046 times the first, and equilibria with $s>\varepsilon_c$ are unstable.

The table at the end also lists a test in which the clamps of an initially unstressed beam of length $L_0$, with $t/L_0=0.015$, were pushed together. Between end shortenings of 0.2% and 0.4%, its contour length changed by only 0.0004 of the change in clamp distance.

### A released silicon-dioxide bridge

The example has $L=20\ \mu\mathrm m$, $t=300$ nm and $b=2\ \mu\mathrm m$. The material values are rough: $E=70$ GPa, Poisson ratio $\nu=0.17$, and an equal biaxial compressive stress $\sigma=300$ MPa in the film before release.

The film stress must first be converted into the mismatch strain. While the film is attached, Hooke's law for two equal in-plane stresses gives the compressive strain

$$
\varepsilon=\frac{\sigma}{E}-\nu\frac{\sigma}{E}=\frac{\sigma(1-\nu)}{E}
=\frac{0.300\times0.83}{70}=0.3557\% .
$$

Release frees the long edges, and the sideways stress relaxes. The clamps still hold the axial strain, so this $\varepsilon$ is the mismatch to be used when $b\ll L$. Near each clamp the film is also held sideways; the transverse stress left there adds axial expansion, a relative correction that scales as $\nu b/L$. For this bridge it is about 0.5% of $\varepsilon$, or 0.3% in height, and it is left out of the figures that follow. The ratio $\sigma/E$ would overstate it.

The threshold is

$$
\varepsilon_c=\frac{\pi^2}{3}\left(\frac{0.300}{20}\right)^2=0.0740\% .
$$

The mismatch is 4.8 times the threshold, and the excess strain is $0.2817\%$. Hence

$$
h=\frac{2\times20\ \mu\mathrm m}{\pi}\sqrt{0.002817}=676\ \mathrm{nm}=0.68\ \mu\mathrm m .
$$

The relaxed length exceeds the span by 71.1 nm. Of this, 56.3 nm becomes extra contour and the remaining 14.8 nm is held as compression. An arch that is 676 nm high thus needs less than 60 nm of extra length. Omitting $\varepsilon_c$ would give 759 nm, which is 12% above the value of (11).

A finite-element minimisation of the energy, started from an asymmetric shape, gives 675.8 nm, the same as the formula to the digits shown. It was also run at $\varepsilon/\varepsilon_c=1.05$, 2 and 10 with the same $t/L$; the heights agreed with (11) within 0.1%. At $\varepsilon/\varepsilon_c=0.8$ it returned the flat beam.

The beam is wider than it is thick, which matters for the direction of buckling. For sideways deflection the width replaces the thickness in $\varepsilon_c$, so that threshold is higher by $(b/t)^2\approx44$. It lies above the mismatch of the example, and the beam buckles out of plane.

### Stress at the surfaces

The curvature of the arch is

$$
w''=\frac{2\pi^2h}{L^2}\cos\frac{2\pi x}{L}.
$$

Its magnitude is largest at the clamps and at the centre. Multiplication by $t/2$ gives the largest bending strain at a surface:

$$
\varepsilon_b=\frac{\pi^2th}{L^2}=0.50\% .
\tag{16}
$$

For an upward arch the tensile side is the lower face at the clamps and the upper face at the centre. The retained compression acts against this tension, so the largest tensile stress is

$$
E(\varepsilon_b-\varepsilon_c)=70\ \mathrm{GPa}\times(0.5002-0.0740)\%=298\ \mathrm{MPa}.
$$

A film that was compressed throughout before release can thus carry tensile stress at its surfaces afterwards. That the two stresses are nearly equal here is an accident of the chosen inputs; their ratio depends on $\varepsilon/\varepsilon_c$ and $\nu$. This value must be compared with the strength of the actual film. It does not include stress concentration at the corner of a clamp.

A uniform gradient of stress through the thickness gives the free beam a natural curvature $\kappa_0$. The bending energy becomes $\tfrac12EI\int(w''-\kappa_0)^2dx$, and the new term that depends on shape is

$$
-EI\kappa_0\int_0^Lw''dx=-EI\kappa_0[w'(L)-w'(0)]=0 .
$$

With rigid clamps the gradient leaves the height unchanged, although it adds to the surface stress. If the clamps can rotate, the end slopes differ and the gradient favours one direction of buckling.

### Sensitivity to the inputs

Differentiation of (12), followed by division by $2h^2$, gives the relative change of height for small relative changes of the inputs:

$$
\frac{dh}{h}=\frac{\varepsilon}{\varepsilon-\varepsilon_c}\frac{dL}{L}
+\frac{\varepsilon}{2(\varepsilon-\varepsilon_c)}\frac{d\varepsilon}{\varepsilon}
-\frac{\varepsilon_c}{\varepsilon-\varepsilon_c}\frac{dt}{t}.
\tag{17}
$$

In the example the three coefficients are 1.26, 0.63 and $-0.26$. A stress uncertain by 10%, with the other inputs held fixed, therefore makes the height uncertain by about 6%. All three coefficients grow without limit in magnitude as the threshold is approached.

A rise in temperature changes $\varepsilon$. Silicon expands more than its oxide, by roughly 2.1 ppm/K, so heating moves the clamps apart relative to the film. For a rise of 10 K the mismatch falls by $2.1\times10^{-5}$, and

$$
\frac{\Delta h}{h}\approx-\frac12\,\frac{2.1\times10^{-5}}{0.002817}=-0.37\% .
$$

### Clamps that rotate

A real support yields under the bending moment. Let the slope at each root be proportional to the curvature there, with a compliance length $d$:

$$
w'(0)=d\,w''(0),\qquad w'(L)=-d\,w''(L).
$$

The signs express that the root turns in the direction in which the beam pulls it. With $\xi=x-L/2$, the symmetric solution of (14) that vanishes at both ends is

$$
w=C\left(\cos k\xi-\cos\frac{kL}{2}\right),\qquad k^2=\frac{12s}{t^2}.
$$

The condition at the right end becomes $\tan(kL/2)=-kd$. For $d\ll L$, write $kL/2=\pi-\theta$. Then $\theta\approx kd\approx2\pi d/L$, and

$$
k\approx\frac{2\pi}{L}\left(1-\frac{2d}{L}\right),\qquad
s\approx\varepsilon_c\left(1-\frac{4d}{L}\right).
$$

The retained compression falls, which leaves more length for the arch. The relation between length and height changes too. The integral of $\sin^2k\xi$ over the span is $L/2-\sin(kL)/(2k)$. Since $\sin(kL)=-\sin2\theta\approx-2kd$, it equals $L/2+d$ to first order, and

$$
Q\approx\frac{C^2k^2}{4}\left(1+\frac{2d}{L}\right).
$$

The height is $h=C[1-\cos(kL/2)]$, which differs from $2C$ only in second order in $d/L$. Solving for it gives

$$
h^2\approx\frac{16Q}{k^2}\left(1-\frac{2d}{L}\right)
\approx\frac{4L^2Q}{\pi^2}\left(1+\frac{2d}{L}\right).
$$

With $Q=\varepsilon-s$, the two effects add to

$$
\frac{\Delta h}{h}\approx\frac dL\left(1+\frac{2\varepsilon_c}{\varepsilon-\varepsilon_c}\right).
\tag{18}
$$

For an assumed $d=150$ nm, half the thickness, (18) gives $0.0075\times1.53=1.1\%$. The finite-element minimisation with the same compliance gives 1.08%. The terms of second order in $d/L$ grow quickly: at $d/L=0.05$, (18) gives 7.6%, whereas the condition $\tan(kL/2)=-kd$ solved without expansion gives 5.2%.

### Initial bow

Suppose that the unstressed beam already has the shape (7) with a small height $h_0$; call this shape $w_0$. Only the change of curvature costs bending energy, so (14) becomes $(t^2/12)(w-w_0)''''+s\,w''=0$. A cosine arch of the form (7) with a new height $h$ satisfies this equation and the clamp conditions, so the shape is kept and only the height has to be found. The length taken up since then is measured by $h^2-h_0^2$, and the bending by $h-h_0$:

$$
\frac{U}{EAL}=\frac12s^2+\varepsilon_c\frac{\pi^2(h-h_0)^2}{4L^2},\qquad
s=\varepsilon-\frac{\pi^2(h^2-h_0^2)}{4L^2}.
$$

Setting the derivative with respect to $h$ to zero gives $sh=\varepsilon_c(h-h_0)$, or $s=\varepsilon_c(1-h_0/h)$. Insertion into the expression for $s$ yields

$$
h^2=h_0^2+\frac{4L^2}{\pi^2}\left(\varepsilon-\varepsilon_c+\varepsilon_c\frac{h_0}{h}\right).
\tag{19}
$$

Well above threshold the relative change of height is, to first order, $\varepsilon_ch_0/[2(\varepsilon-\varepsilon_c)h]$. An assumed bow of 5 nm raises the height of the example by 0.10%. At $\varepsilon=\varepsilon_c$, by contrast, (19) gives $h\approx(4t^2h_0/3)^{1/3}$ for $h_0\ll t$, where the ideal law gives zero. The bow rounds off the threshold and selects the direction of buckling.

### Finite slopes and finite width

The largest slope in the example is $\pi h/L=0.106$. The terms dropped in shallow theory are smaller than those kept by a factor of the order of the slope squared, here about 0.01. A calculation with finite rotations and an extensible centre line, with relaxed length $L(1+\varepsilon)$ and stress linear in stretch, gives a height 0.11% above (11). Only the order of this figure is meaningful, because choices that shallow theory cannot tell apart change it: measuring $\varepsilon$ from the relaxed length, which is then $L/(1-\varepsilon)$, gives 0.33%. The scaling of this error was tested on thinner beams: $\varepsilon$ was reduced from 0.4% to 0.1% and $t/L$ halved from 0.0035, which keeps $\varepsilon/\varepsilon_c$ fixed. The relative error fell by a factor between 3.8 and 4.2, as an error proportional to strain requires.

A beam much wider than it is thick may be hindered from curving sideways when it bends. Full suppression replaces $E$ by $E/(1-\nu^2)$ in the bending energy, and $\varepsilon_c$ rises by the same factor. With the axial stretching left as before, the height of the example falls by 0.39%. This is a bound on the stiffening alone. At $b/L=0.1$ sideways curvature is hindered mainly near the clamps, and the loss of height is nearer 0.1%. The sideways hold of the clamps on the film raises the height by about 0.3%, so the net effect of finite width need not be a reduction.

Transverse shear has not been included in any of these figures. The ratio of the shear angle to the slope is of order $EIk_1^2/(GA)=(E/G)\varepsilon_c$, where $G$ is the shear modulus and $k_1=2\pi/L$. For an isotropic film $E/G=2(1+\nu)$, so the ratio is a few times $\varepsilon_c$. The threshold falls by this fraction, about $2.8\,\varepsilon_c$ for $\nu=0.17$ and a shear factor of $5/6$, and the height rises by a fraction of about $1.4\,\varepsilon_c^2/(\varepsilon-\varepsilon_c)$. This is 0.03% in the example but 2% at $\varepsilon/\varepsilon_c=1.05$ with the same $t/L$.

### Relation to real bridges

Oxide grown thermally on silicon is under compression of roughly a few hundred megapascals at room temperature, and the chosen stress lies in that range. Rigid clamping may fail in a released device: the etch that frees the bridge can also undercut its supports and leave flexible ledges. The assumed compliance moves the height by about 1%, but a long undercut can have a larger effect, and (18) then ceases to apply once $d$ is no longer small compared with $L$. Undercut also lets the supports move along the beam, which is not described by $d$. The freed ledges are compressed film themselves. Once the beam has buckled, it pushes back with only the threshold force, and the ledges expand into the gap. This raises the mismatch. Wide ledges of length $u\ll L$ at both ends are still held sideways, so their free expansion is $2u(1+\nu)\varepsilon$, somewhat reduced by the push of the beam. The mismatch grows by a fraction of roughly $2u/L$ to $2u(1+\nu)/L$. With $u=1\ \mu\mathrm m$ this is 10 to 12%, which by (17) raises the height by 6 to 7%. If such undercut is absent, an uncertainty of 10% in film stress outweighs each of the other corrections sized above, so a predicted height of about 0.7 µm is as fine as the rough material data justify.

### Use in a calculation

Compute $\varepsilon_c$ first, and return zero height if $\varepsilon\le\varepsilon_c$. Otherwise use (11) or (12), and take the sign of the deflection from a known bow, load or asymmetry. Then check that $(\pi h/L)^2\ll1$, that $t<b\ll L$, and that the surface stress is admissible. A small slope does not exclude a shear error: check also that $\varepsilon_c^2/(\varepsilon-\varepsilon_c)\ll1$. At $t/L=0.05$ and $\varepsilon/\varepsilon_c=1.2$ the slope squared is below 0.01, yet shear raises the height by about 5%. Close to threshold, replace the ideal law by (19) with an estimate of $h_0$.

The law can be inverted to obtain the mismatch strain from a measured height:

$$
\varepsilon=\frac{\pi^2t^2}{3L^2}+\frac{\pi^2h^2}{4L^2}.
\tag{20}
$$

This requires a buckled beam, nearly rigid clamps and a negligible initial bow. A flat beam shows only that $\varepsilon\le\varepsilon_c$ within the ideal model. The values behind the example are listed in the numerical output that follows.

## Table of computed values

```
Clamp distance: 20.0 um
Thickness: 300.0 nm
Width: 2.0 um
Young modulus, rough: 70.0 GPa
Poisson ratio, rough: 0.17
Biaxial compression before release, rough: 300.0 MPa
Mismatch strain: 0.3557 %
Critical strain: 0.0740 %
Excess strain: 0.2817 %
Mismatch / critical strain: 4.806
Central height, formula: 675.77 nm
Central height, finite elements: 675.77 nm
Central height, finite rotations: 676.50 nm
Height if critical strain is omitted: 759.38 nm
Error if critical strain is omitted: 12.37 %
Maximum slope: 0.1061
Relaxed length minus span: 71.14 nm
Buckled contour minus span, shallow: 56.34 nm
Buckled contour minus span, finite rotations: 56.40 nm
Contour change / span change, clamps moved: 0.000372
Second / first buckling strain: 2.0458
Surface bending strain at clamp: 0.5002 %
Largest tensile surface stress: 298.3 MPa
Height change, finite rotations: 0.108 %
Assumed clamp compliance length: 150.0 nm
Height change, compliant clamps: 1.081 %
Height change, full plate stiffening: -0.392 %
Assumed initial bow: 5.0 nm
Height change, initial bow: 0.100 %
Expansion mismatch, rough: 2.1 ppm/K
Temperature rise: 10.0 K
Height change, temperature rise: -0.373 %
```
